# The Bixon–Jortner model: eigenstates, spectral width and time evolution: a numerical check

```python
# Bixon-Jortner model: level |s> (energy Es) coupled by v to levels n*eps, |n|<=N, N->inf.
# Gam = 2 pi v^2/eps, gam = Gam/hbar, T = 2 pi hbar/eps, om = Es/hbar, a(t) = <s|psi(t)>, P = |a|^2.
# Claims: E-Es = (Gam/2) cot(pi E/eps);  w = v^2/((E-Es)^2+v^2+Gam^2/4);  P = exp(-gam t) for t<=T;
# a(t) = exp(-(i om+gam/2)t) - sum_k theta(tau)(x/k) L^(1)_{k-1}(x) exp(-(i om+gam/2)tau),
# tau = t-kT, x = gam tau.  Energies in cm^-1, times in ps.
import numpy as np, sympy as sp
from scipy import constants as C
from scipy.integrate import quad
from scipy.special import eval_genlaguerre
from scipy.optimize import minimize_scalar

pi = np.pi
hbar = 1e12/(2*pi*C.c*100)            # cm^-1 ps
meV = C.h*C.c*100/C.e*1e3             # meV per cm^-1

def diag(Es, v, eps, nlo, nhi):
    H = np.diag(np.r_[Es, eps*np.arange(nlo, nhi+1)])
    H[0, 1:] = v; H[1:, 0] = v
    E, U = np.linalg.eigh(H)
    return E, U[0]**2

def roots(Es, v, eps, j):             # bisection in each interval (j eps,(j+1) eps)
    lo, hi = np.zeros(len(j)), np.ones(len(j))
    for _ in range(60):
        x = (lo+hi)/2
        neg = (eps*(j+x)-Es)*np.sin(pi*x) - pi*v*v/eps*np.cos(pi*x) < 0
        lo, hi = np.where(neg, x, lo), np.where(neg, hi, x)
    return eps*(j+(lo+hi)/2)

def weight(E, Es, v, eps):
    return v*v/((E-Es)**2 + v*v + (pi*v*v/eps)**2)

def spectral(E, w, t):
    return np.exp(-1j*np.outer(np.atleast_1d(t), E)/hbar) @ w

def echo(t, Es, v, eps):
    t = np.atleast_1d(t); g = 2*pi*v*v/eps/hbar; T = 2*pi*hbar/eps; z = 1j*Es/hbar+g/2
    a = np.exp(-z*t)
    for k in range(1, int(t.max()/T)+1):
        tau = np.clip(t-k*T, 0, None)  # each echo vanishes at tau = 0
        a = a - g*tau/k*eval_genlaguerre(k-1, 1, g*tau)*np.exp(-z*tau)
    return a

eps, v, Es = 1.0, 0.5, 0.2
Gam = 2*pi*v*v/eps; gam = Gam/hbar; T = 2*pi*hbar/eps
fwhm = 2*np.sqrt(v*v+Gam**2/4)

# Fourier coefficients, cot and csc^2 sums (tails ~ 2/M)
M = 200000; n = np.arange(-M, M+1)
for x in (0.13, 0.5, 2.71):
    for m in range(5):
        q = quad(lambda th: np.cos(x*th)*np.cos(m*th), -pi, pi)[0]/pi
        assert abs(q-(-1)**m*2*x*np.sin(pi*x)/(pi*(x*x-m*m))) < 1e-9
    assert abs(np.sum(1/(x-n))-pi/np.tan(pi*x)) < 5e-5
    assert abs(np.sum(1/(x-n)**2)-(pi/np.sin(pi*x))**2) < 5e-5
# kernel acting on f = exp(-b tau): half weight at 0, full weight at T
b = 0.3/hbar; zn = b+1j*n*eps/hbar
for t, target in ((0.6*T, T/2), (1.4*T, T/2+T*np.exp(-b*T))):
    assert abs(np.sum((1-np.exp(-zn*t))/zn)-target) < 1e-4*T
# first-order transition probability summed over the ladder
for f in (0.2, 0.5, 0.9):
    d = n*eps-Es
    assert abs(np.sum(4*v*v*np.sin(d*f*T/(2*hbar))**2/d**2)-gam*f*T) < 2e-5
# echo polynomials from their recursion versus the Laguerre form
xs, y = sp.symbols('x y'); gs = [sp.Integer(1)]
for k in range(1, 7):
    gs.append(sp.expand(-sp.integrate(sum(gs).subs(xs, y), (y, 0, xs))))
    assert sp.expand(gs[k]+xs/k*sp.expand_func(sp.assoc_laguerre(k-1, 1, xs))) == 0

# spectrum by diagonalisation; truncation errors ~ eta = 2 v^2/(eps^2 N)
N1, N2 = 400, 800
E1, w1 = diag(Es, v, eps, -N1, N1); E2, w2 = diag(Es, v, eps, -N2, N2)
lad = eps*np.arange(-N2, N2+1)
assert np.all(E2[:-1] < lad) and np.all(lad < E2[1:])
j = np.arange(-5, 5); Ej = roots(Es, v, eps, j); wj = weight(Ej, Es, v, eps)
eE1, eE2 = np.abs(E1[N1+j+1]-Ej).max(), np.abs(E2[N2+j+1]-Ej).max()
assert eE2 < 5e-4 and 1.9 < eE1/eE2 < 2.1
assert np.abs(w2[N2+j+1]-wj).max() < 5e-4
sl, ic = np.polyfit((E2[N2+j+1]-Es)**2, 1/w2[N2+j+1], 1)
fw_fit = 2*np.sqrt(ic/sl)
assert abs(fw_fit/fwhm-1) < 5e-3 and fw_fit > 1.1*Gam
# asymmetric cut -300..600 shifts Es by -(v^2/eps) ln 2
Ea, _ = diag(Es, v, eps, -300, 600); shift = -v*v/eps*np.log(2)
assert np.abs(Ea[300+j+1]-roots(Es+shift, v, eps, j)).max() < 2e-3
assert np.abs(Ea[300+j+1]-Ej).max() > 1e-2

# dynamics by diagonalisation over four windows
tg = np.concatenate([T*(k+np.linspace(0.05, 0.95, 19)) for k in range(4)])
ae = echo(tg, Es, v, eps); a1, a2 = spectral(E1, w1, tg), spectral(E2, w2, tg)
d1, d2 = np.abs(a1-ae).max(), np.abs(a2-ae).max(); dR = np.abs(2*a2-a1-ae).max()
assert d2 < 5e-3 and 1.8 < d1/d2 < 2.2 and dR < 1e-4
t1 = T*np.linspace(0.1, 0.9, 17)
rate = lambda E, w: -np.polyfit(t1, np.log(np.abs(spectral(E, w, t1))**2), 1)[0]
g_fit = rate(E2, w2)
assert abs(g_fit/gam-1) < 2e-3
ts = 0.02*hbar/(N2*eps)
assert abs((1-abs(spectral(E2, w2, ts)[0])**2)/((2*N2+1)*(v*ts/hbar)**2)-1) < 1e-3
tf = np.linspace(T, 4*T, 601)
assert np.max(np.abs(spectral(E2, w2, tf))**2) < 0.6     # recurrences are partial

# spectral sum over roots of the cot equation (missing weight ~ 2 v^2/(eps^2 J))
J = 20000; EJ = roots(Es, v, eps, np.arange(-J, J)); wJ = weight(EJ, Es, v, eps)
assert abs(wJ.sum()+2*v*v/(eps*eps*J)-1) < 1e-7
tk = np.r_[tg, T, 2*T, 3*T]
assert np.abs(spectral(EJ, wJ, tk)-echo(tk, Es, v, eps)).max() < 1e-4
rhs = -(1j*Es/hbar+gam/2)*spectral(EJ, wJ, tg)
for k in (1, 2, 3):
    rhs = rhs - gam*(tg > k*T)*spectral(EJ, wJ, tg-k*T)
assert np.abs(spectral(EJ, -1j*EJ/hbar*wJ, tg)-rhs).max() < 1e-3*gam
# first echo maximum
c = np.exp(-(1j*Es/hbar+gam/2)*T); rt = np.sqrt(1-c.imag**2)
xpk = 1+c.real+rt; tpk = T+xpk/gam; Ppk = 2*np.exp(-xpk)*(1+rt)
opt = minimize_scalar(lambda t: -abs(spectral(EJ, wJ, t)[0])**2, bounds=(1.05*T, 1.6*T),
                      method='bounded', options={'xatol': 1e-6})
assert abs(opt.x-tpk) < 1e-3 and abs(-opt.fun-Ppk) < 1e-6
# half spacing at the same Gam: no echo after T, echo after 2T (eta = 1.7e-3)
Eh, wh = diag(Es, v/np.sqrt(2), eps/2, -600, 600)
Ph1, Ph2 = np.abs(spectral(Eh, wh, [T+2/gam, 2*T+2/gam]))**2
assert abs(Ph1/np.exp(-gam*T-2)-1) < 0.05 and abs(Ph2-4/np.e**2) < 5e-3
# weak coupling, three positions of Es (phase error ~ eta om t < 1e-3)
vw = 0.1; Gw = 2*pi*vw*vw/eps; gfw = []
for e in (0.0, 0.2, 0.5):
    Ew, ww = diag(e, vw, eps, -N1, N1); gfw.append(rate(Ew, ww))
    assert abs(gfw[-1]*hbar/Gw-1) < 1e-3
    assert np.abs(spectral(Ew, ww, tg)-echo(tg, e, vw, eps)).max() < 2e-3

P = lambda t: abs(echo(t, Es, v, eps)[0])**2
print(f"hbar = {hbar:.4f} cm^-1 ps")
print(f"eps = {eps} cm^-1, v = {v} cm^-1, Es = {Es} cm^-1")
print(f"Gamma = {Gam:.4f} cm^-1 = {Gam*meV:.4f} meV; Gamma/2 = {Gam/2:.4f} cm^-1")
print(f"gamma = {gam:.4f} ps^-1; lifetime hbar/Gamma = {1/gam:.3f} ps")
print(f"T = {T:.3f} ps; gamma*T = {gam*T:.4f}")
print(f"envelope FWHM = {fwhm:.4f} cm^-1; FWHM/Gamma = {fwhm/Gam:.4f}")
print(f"FWHM fitted to matrix N={N2}: {fw_fit:.4f} cm^-1")
print(f"interval j: E (cm^-1), w | matrix N={N2}: E (cm^-1), w")
for m in range(3, 8):
    i = N2+j[m]+1
    print(f"  j={j[m]:2d}: {Ej[m]:8.4f} {wj[m]:.4f} | {E2[i]:8.4f} {w2[i]:.4f}")
print(f"sum of these five weights = {wj[3:8].sum():.4f}")
print(f"sum of {2*J} weights = {wJ.sum():.6f}")
print(f"asymmetric-cut shift of Es = {shift:.4f} cm^-1")
print(f"eta (N={N2}) = {2*v*v/(eps*eps*N2):.2e}")
print(f"rate fitted to matrix N={N2}: {g_fit:.4f} ps^-1")
print(f"max |a_matrix - a_formula|: N={N1} {d1:.1e}, N={N2} {d2:.1e}, extrapolated {dR:.1e}")
print(f"quadratic-regime time hbar/(N eps), N={N2}: {hbar/(N2*eps):.4f} ps")
for t in (5.0, 10.0, 20.0, T, 2*T, 3*T):
    print(f"P({t:.3f} ps) = {P(t):.4e}")
print(f"c = {c.real:.5f} + ({c.imag:.5f}) i; |c| = {abs(c):.5f}")
print(f"x* = {xpk:.4f}; delay x*/gamma = {xpk/gam:.3f} ps; 2/gamma = {2/gam:.3f} ps")
print(f"first echo peak: t = {tpk:.3f} ps, P = {Ppk:.4f}; 4/e^2 = {4/np.e**2:.4f}")
print(f"spectral-sum peak: t = {opt.x:.3f} ps, P = {-opt.fun:.4f}")
for k in (2, 3):
    tw = np.linspace(k*T, (k+1)*T, 20001); Pw = np.abs(echo(tw, Es, v, eps))**2
    print(f"max P in ({k}T,{k+1}T) = {Pw.max():.4f} at t = {tw[Pw.argmax()]:.2f} ps")
for k in (1, 2, 3):
    print(f"g_{k}(x) = {gs[k]}")
print(f"half spacing: eps = {eps/2} cm^-1, v = {v/np.sqrt(2):.4f} cm^-1 (matrix N=600)")
print(f"  P({T+2/gam:.2f} ps) = {Ph1:.1e}; P({2*T+2/gam:.2f} ps) = {Ph2:.3f}")
fww = 2*np.sqrt(vw*vw+Gw*Gw/4)
print(f"weak case v = {vw} cm^-1: Gamma = {Gw:.4f} cm^-1, lifetime = {hbar/Gw:.2f} ps")
print(f"  FWHM = {fww:.4f} cm^-1; FWHM/Gamma = {fww/Gw:.3f}")
print(f"  gamma = {Gw/hbar:.6f} ps^-1; gamma*T = {Gw/hbar*T:.4f}; P(T) = {np.exp(-Gw/hbar*T):.4f}")
print("  fitted rates, Es = 0, 0.2, 0.5 cm^-1: " + ", ".join(f"{g:.6f}" for g in gfw) + " ps^-1")
print("ALL CHECKS PASSED")
```

It prints:

```
hbar = 5.3088 cm^-1 ps
eps = 1.0 cm^-1, v = 0.5 cm^-1, Es = 0.2 cm^-1
Gamma = 1.5708 cm^-1 = 0.1948 meV; Gamma/2 = 0.7854 cm^-1
gamma = 0.2959 ps^-1; lifetime hbar/Gamma = 3.380 ps
T = 33.356 ps; gamma*T = 9.8696
envelope FWHM = 1.8621 cm^-1; FWHM/Gamma = 1.1854
FWHM fitted to matrix N=800: 1.8630 cm^-1
interval j: E (cm^-1), w | matrix N=800: E (cm^-1), w
  j=-2:  -1.1661 0.0915 |  -1.1662 0.0915
  j=-1:  -0.3152 0.2208 |  -0.3152 0.2209
  j= 0:   0.4150 0.2738 |   0.4150 0.2739
  j= 1:   1.2103 0.1324 |   1.2104 0.1325
  j= 2:   2.1234 0.0547 |   2.1235 0.0548
sum of these five weights = 0.7733
sum of 40000 weights = 0.999975
asymmetric-cut shift of Es = -0.1733 cm^-1
eta (N=800) = 6.25e-04
rate fitted to matrix N=800: 0.2961 ps^-1
max |a_matrix - a_formula|: N=400 2.1e-03, N=800 1.0e-03, extrapolated 2.6e-06
quadratic-regime time hbar/(N eps), N=800: 0.0066 ps
P(5.000 ps) = 2.2777e-01
P(10.000 ps) = 5.1879e-02
P(20.000 ps) = 2.6915e-03
P(33.356 ps) = 5.1723e-05
P(66.713 ps) = 5.0360e-03
P(100.069 ps) = 7.7831e-02
c = 0.00222 + (-0.00684) i; |c| = 0.00719
x* = 2.0022; delay x*/gamma = 6.767 ps; 2/gamma = 6.759 ps
first echo peak: t = 40.123 ps, P = 0.5401; 4/e^2 = 0.5413
spectral-sum peak: t = 40.123 ps, P = 0.5401
max P in (2T,3T) = 0.3790 at t = 84.45 ps
max P in (3T,4T) = 0.3000 at t = 129.63 ps
g_1(x) = -x
g_2(x) = x**2/2 - x
g_3(x) = -x**3/6 + x**2 - x
half spacing: eps = 0.5 cm^-1, v = 0.3536 cm^-1 (matrix N=600)
  P(40.12 ps) = 6.9e-06; P(73.47 ps) = 0.543
weak case v = 0.1 cm^-1: Gamma = 0.0628 cm^-1, lifetime = 84.49 ps
  FWHM = 0.2096 cm^-1; FWHM/Gamma = 3.336
  gamma = 0.011835 ps^-1; gamma*T = 0.3948; P(T) = 0.6738
  fitted rates, Es = 0, 0.2, 0.5 cm^-1: 0.011836, 0.011836, 0.011836 ps^-1
ALL CHECKS PASSED
```
